**Collinear splitting functions tested against full tree-level matrix elements**

For massless QED, the program tests P(z) = (1+z²)/(1−z) for electron → electron + photon and P(z) = z² + (1−z)² for photon → electron + positron. Here z is the electron's light-cone momentum fraction, k_T the relative transverse momentum, and Q the hard scale. The program asserts that full Dirac traces for virtual photon → e⁻e⁺γ and scalar → γe⁻e⁺ approach these functions, with an error that falls as k_T². It also asserts the separate helicity vertices, the azimuthal modulation for a linearly polarized photon, the gauge dependence of the emitter diagram, and the phase-space Jacobian. At z = 0.4 and Q = 100 GeV the limits are 1.933 and 0.520, and the full results at k_T = 1 GeV are 1.9331 and 0.5196. For 0.2 < z < 0.8 and 0.1 < k_T < 1 GeV, the collinear formula gives 0.01002 splittings per electron and 0.00180 per photon. The full three-body results agree with these to about 0.01% and 0.03%.

## Verification by program

```python
"""Collinear splitting in massless tree-level QED.

Result under test: when an electron (or photon) made in a hard process of
scale Q splits into two real particles, the electron taking light-cone
fraction z and relative transverse momentum kT, then for kT -> 0
    sum|M_(n+1)|^2 = (2 e^2/s) P(z) sum|M_n|^2,   s = kT^2/(z(1-z)),
    dN = alpha/(2 pi) P(z) dz dkT^2/kT^2,
    P = (1+z^2)/(1-z)    for electron -> electron(z) + photon(1-z),
    P = z^2 + (1-z)^2    for photon -> electron(z) + positron(1-z).
The reference side uses full Dirac traces of two complete processes:
    virtual photon -> e- e+ photon, and scalar (coupled to F F) -> photon e- e+.
Momenta are in GeV, metric (+,-,-,-); e^2 is factored out of squared amplitudes.
"""
import numpy as np
from scipy.constants import fine_structure as alpha

Q = 100.0
gdiag = np.array([1.0, -1.0, -1.0, -1.0])
metric = np.diag(gdiag)
pauli = [np.eye(2), np.array([[0, 1], [1, 0]]),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
zero2 = np.zeros((2, 2))
gam = np.array([np.block([[zero2, pauli[m]], [gdiag[m] * pauli[m], zero2]])
                for m in range(4)], dtype=complex)
right = np.diag([0, 0, 1, 1]).astype(complex)   # right-handed projector


def dot(p, q):
    return np.sum(gdiag * p * q)


def slash(p):
    return np.einsum('m,mij->ij', gdiag * p, gam)


def massless(plus, px, py):
    minus = (px**2 + py**2) / plus
    return np.array([(plus + minus) / 2, px, py, (plus - minus) / 2])


def momenta(z, kt, phi=0.4):
    """Daughters a (fraction z), b (1-z) and the recoiling particle r."""
    kx, ky = kt * np.cos(phi), kt * np.sin(phi)
    a = massless(z * Q, kx, ky)
    b = massless((1 - z) * Q, -kx, -ky)
    r = np.array([Q, 0, 0, 0]) - a - b
    return a, b, r


def P_electron(z):
    return (1 + z**2) / (1 - z)


def P_photon(z):
    return z**2 + (1 - z)**2


parent = Q / 2 * np.array([1.0, 0, 0, 1.0])
recoil = Q / 2 * np.array([1.0, 0, 0, -1.0])

# Hard processes without splitting
born_pair = sum(-gdiag[m] * np.trace(slash(parent) @ gam[m] @ slash(recoil)
                                     @ gam[m]).real for m in range(4))


def scalar_tensor(k1, k2):
    return dot(k1, k2) * metric - np.outer(k2, k1)


T0 = scalar_tensor(recoil, parent)
born_scalar = np.einsum('mn,mn,m,n->', T0, T0, gdiag, gdiag)


def electron_case(z, kt, gauge='feynman', spectator=True):
    """s/2 * sum|M3|^2/sum|M2|^2 for virtual photon -> e-(a) photon(b) e+(r)."""
    a, b, r = momenta(z, kt)
    s, s_other = 2 * dot(a, b), 2 * dot(r, b)
    amp = gam[None, :] @ slash(a + b) @ gam[:, None] / s
    if spectator:
        amp = amp - gam[:, None] @ slash(r + b) @ gam[None, :] / s_other
    bar = gam[0] @ amp.conj().swapaxes(-1, -2) @ gam[0]
    pol = -metric
    if gauge == 'lightcone':
        nl, bl = gdiag * r, gdiag * b
        pol = pol + (np.outer(nl, bl) + np.outer(bl, nl)) / dot(r, b)
    total = np.einsum('mnij,mpji,m,np->', slash(a) @ amp, slash(r) @ bar,
                      -gdiag, pol).real
    return s / 2 * total / born_pair


def photon_case(z, kt):
    """s/2 * sum|M3|^2/sum|M2|^2 for scalar -> photon(r) e-(a) e+(b)."""
    a, b, r = momenta(z, kt)
    s = 2 * dot(a, b)
    T = scalar_tensor(r, a + b)
    lepton = np.einsum('nij,pji->np', slash(a) @ gam, slash(b) @ gam)
    lepton = metric @ lepton @ metric
    total = np.einsum('mn,mp,m,np->', T, T, -gdiag, lepton).real / s**2
    return s / 2 * total / born_scalar


# 1. Kinematics and decomposition of the photon propagator numerator
z0, kt0 = 0.4, 1.0
a, b, r = momenta(z0, kt0)
s0 = dot(a + b, a + b)
assert abs(dot(r, r)) < 1e-9 and abs(s0 / (kt0**2 / (z0 * (1 - z0))) - 1) < 1e-9
n = np.array([1.0, 0, 0, -1.0])
K = a + b
assert np.allclose(K, parent + s0 / (2 * dot(n, K)) * n, atol=1e-10)
helicity_sum = np.zeros((4, 4), dtype=complex)
for lam in (1, -1):
    e = np.array([0, 1, 1j * lam, 0]) / np.sqrt(2)
    helicity_sum += np.outer(e, e.conj())
rebuilt = (helicity_sum - (np.outer(n, K) + np.outer(K, n)) / dot(n, K)
           + s0 * np.outer(n, n) / dot(n, K)**2)
assert np.allclose(rebuilt, -metric, atol=1e-10)


# 2. Individual helicity vertices, photon vectors from a plain rotation
def rotated_polarization(q, lam):
    th = np.arctan2(np.hypot(q[1], q[2]), q[3])
    ph = np.arctan2(q[2], q[1])
    e_th = np.array([0, np.cos(th) * np.cos(ph), np.cos(th) * np.sin(ph), -np.sin(th)])
    e_ph = np.array([0, -np.sin(ph), np.cos(ph), 0])
    return (e_th + 1j * lam * e_ph) / np.sqrt(2)


def V_squared(z, kt, lam):
    a, b, _ = momenta(z, kt)
    e = rotated_polarization(b, lam)
    return np.trace(slash(a) @ slash(e.conj()) @ right @ slash(parent) @ slash(e)).real


def W_squared(z, kt, e, phi=0.4, projector=right):
    a, b, _ = momenta(z, kt, phi)
    return np.trace(projector @ slash(a) @ slash(e) @ slash(b) @ slash(e.conj())).real


small = 0.1
circular = {lam: np.array([0, 1, 1j * lam, 0]) / np.sqrt(2) for lam in (1, -1)}
for z in (0.15, 0.4, 0.8):
    k2 = small**2
    assert abs(V_squared(z, small, 1) / (2 * k2 / (z * (1 - z)**2)) - 1) < 1e-3
    assert abs(V_squared(z, small, -1) / (2 * k2 * z / (1 - z)**2) - 1) < 1e-3
    assert abs(W_squared(z, small, circular[1]) / (2 * k2 * z / (1 - z)) - 1) < 1e-6
    assert abs(W_squared(z, small, circular[-1]) / (2 * k2 * (1 - z) / z) - 1) < 1e-6

# 3. Linear polarization along x: azimuthal modulation and its average
x_pol = np.array([0, 1.0, 0, 0])
angles = np.arange(8) * np.pi / 4
linear = np.array([W_squared(z0, kt0, x_pol, f, np.eye(4)) / (2 * s0) for f in angles])
assert np.allclose(linear, P_photon(z0) - 2 * z0 * (1 - z0) * np.cos(2 * angles), atol=1e-8)
assert abs(linear.mean() - P_photon(z0)) < 1e-8

# 4. Complete matrix elements approach the splitting functions
for z in (0.1, 0.4, 0.8):
    assert abs(electron_case(z, small) / P_electron(z) - 1) < 1e-4
    assert abs(photon_case(z, small) / P_photon(z) - 1) < 1e-4
kts = (10.0, 1.0, 0.1)
full_e = [electron_case(z0, k) for k in kts]
full_p = [photon_case(z0, k) for k in kts]
fall_e = (full_e[1] - P_electron(z0)) / (full_e[2] - P_electron(z0))
fall_p = (full_p[1] - P_photon(z0)) / (full_p[2] - P_photon(z0))
assert abs(fall_e - 100) < 2 and abs(fall_p - 100) < 2   # error goes as kT^2

# 5. Role of the gauge: emitter diagram alone
alone_lc = electron_case(z0, small, 'lightcone', spectator=False)
alone_fe = electron_case(z0, small, 'feynman', spectator=False)
both_lc = electron_case(z0, small, 'lightcone')
assert abs(both_lc / full_e[2] - 1) < 1e-6               # gauge invariance
assert abs(alone_lc / P_electron(z0) - 1) < 1e-3
assert abs(alone_fe / (1 - z0) - 1) < 1e-3
assert abs((full_e[2] - alone_fe) / (2 * z0 / (1 - z0)) - 1) < 1e-3


# 6. Phase-space Jacobian by central differences
def daughters(v):
    plus, Px, Py, z, kx, ky = v
    a = massless(z * plus, z * Px + kx, z * Py + ky)
    b = massless((1 - z) * plus, (1 - z) * Px - kx, (1 - z) * Py - ky)
    return a, b


point = np.array([3.0, 0.5, -0.3, 0.35, 0.4, 0.2])
jac = np.zeros((6, 6))
for i in range(6):
    d = np.zeros(6)
    d[i] = 1e-5
    up, down = daughters(point + d), daughters(point - d)
    jac[:, i] = np.concatenate([up[0][1:] - down[0][1:], up[1][1:] - down[1][1:]]) / 2e-5
pa, pb = daughters(point)
measure = abs(np.linalg.det(jac)) / (4 * pa[0] * pb[0])
assert abs(measure * 2 * point[0] * 2 * point[3] * (1 - point[3]) - 1) < 1e-6

# 7. Number of splittings in a window: full three-body result and collinear formula
z_lo, z_hi, k_lo, k_hi = 0.2, 0.8, 0.1, 1.0


def full_count(case):
    xz, wz = np.polynomial.legendre.leggauss(12)
    xl, wl = np.polynomial.legendre.leggauss(8)
    zs = (z_hi + z_lo) / 2 + (z_hi - z_lo) / 2 * xz
    l_lo, l_hi = np.log(k_lo**2), np.log(k_hi**2)
    logs = (l_hi + l_lo) / 2 + (l_hi - l_lo) / 2 * xl
    total = 0.0
    for z, w1 in zip(zs, wz):
        for lk, w2 in zip(logs, wl):
            k2 = np.exp(lk)
            s = k2 / (z * (1 - z))
            ratio = 4 * np.pi * alpha * 2 / s * case(z, np.sqrt(k2))
            # three-body over two-body phase space: ds dz (1-s/Q^2)/(16 pi^2)
            total += w1 * w2 * ratio * s * (1 - s / Q**2) / (16 * np.pi**2)
    return total * (z_hi - z_lo) / 2 * (l_hi - l_lo) / 2


def prim_e(z):
    return -2 * np.log(1 - z) - z - z**2 / 2


def prim_p(z):
    return z - z**2 + 2 * z**3 / 3


int_e = prim_e(z_hi) - prim_e(z_lo)
int_p = prim_p(z_hi) - prim_p(z_lo)
log_k = np.log(k_hi**2 / k_lo**2)
col_e = alpha / (2 * np.pi) * log_k * int_e
col_p = alpha / (2 * np.pi) * log_k * int_p
num_e, num_p = full_count(electron_case), full_count(photon_case)
assert abs(num_e / col_e - 1) < 1e-3 and abs(num_p / col_p - 1) < 1e-3

print(f"hard scale Q = {Q:.1f} GeV")
print(f"electron fraction z = {z0:.2f}")
print(f"transverse momentum kT = {kt0:.2f} GeV")
print(f"pair invariant s = {s0:.4f} GeV^2")
print(f"pair mass sqrt(s) = {np.sqrt(s0):.4f} GeV")
print(f"s/Q^2 = {s0 / Q**2:.3e}")
print("squared vertices / kT^2 (e^2 removed, right-handed electron):")
print(f"  e -> e photon(+): {V_squared(z0, small, 1) / small**2:.4f}")
print(f"  e -> e photon(-): {V_squared(z0, small, -1) / small**2:.4f}")
print(f"  photon(+) -> e e+: {W_squared(z0, small, circular[1]) / small**2:.4f}")
print(f"  photon(-) -> e e+: {W_squared(z0, small, circular[-1]) / small**2:.4f}")
print(f"P electron->electron = {P_electron(z0):.6f}")
print(f"P photon->electron = {P_photon(z0):.6f}")
for k, fe, fp in zip(kts, full_e, full_p):
    print(f"full, kT = {k:4.1f} GeV: electron {fe:.6f}, photon {fp:.6f}")
print(f"error ratio kT 1 to 0.1 GeV: electron {fall_e:.2f}, photon {fall_p:.2f}")
print(f"emitter diagram alone, light-cone gauge: {alone_lc:.5f}")
print(f"emitter diagram alone, Feynman gauge: {alone_fe:.5f}")
print(f"remainder in Feynman gauge: {full_e[2] - alone_fe:.5f}")
print(f"linear polarization, azimuth 0 deg: {linear[0]:.4f}")
print(f"linear polarization, azimuth 90 deg: {linear[2]:.4f}")
print(f"linear polarization, azimuth average: {linear.mean():.4f}")
print(f"window z = {z_lo:.1f} to {z_hi:.1f}, kT = {k_lo:.1f} to {k_hi:.1f} GeV")
print(f"alpha = {alpha:.8f}")
print(f"alpha/(2 pi) = {alpha / (2 * np.pi):.6e}")
print(f"log(kT_max^2/kT_min^2) = {log_k:.5f}")
print(f"z integral of P, electron = {int_e:.5f}")
print(f"z integral of P, photon = {int_p:.5f}")
print(f"splittings per electron, collinear = {col_e:.6e}")
print(f"splittings per electron, full tree = {num_e:.6e}")
print(f"splittings per photon, collinear = {col_p:.6e}")
print(f"splittings per photon, full tree = {num_p:.6e}")
print("all assertions hold")
```

Running it gives:

```
hard scale Q = 100.0 GeV
electron fraction z = 0.40
transverse momentum kT = 1.00 GeV
pair invariant s = 4.1667 GeV^2
pair mass sqrt(s) = 2.0412 GeV
s/Q^2 = 4.167e-04
squared vertices / kT^2 (e^2 removed, right-handed electron):
  e -> e photon(+): 13.8888
  e -> e photon(-): 2.2222
  photon(+) -> e e+: 1.3333
  photon(-) -> e e+: 3.0000
P electron->electron = 1.933333
P photon->electron = 0.520000
full, kT = 10.0 GeV: electron 1.911353, photon 0.477569
full, kT =  1.0 GeV: electron 1.933084, photon 0.519567
full, kT =  0.1 GeV: electron 1.933331, photon 0.519996
error ratio kT 1 to 0.1 GeV: electron 99.89, photon 99.98
emitter diagram alone, light-cone gauge: 1.93333
emitter diagram alone, Feynman gauge: 0.60000
remainder in Feynman gauge: 1.33333
linear polarization, azimuth 0 deg: 0.0400
linear polarization, azimuth 90 deg: 1.0000
linear polarization, azimuth average: 0.5200
window z = 0.2 to 0.8, kT = 0.1 to 1.0 GeV
alpha = 0.00729735
alpha/(2 pi) = 1.161410e-03
log(kT_max^2/kT_min^2) = 4.60517
z integral of P, electron = 1.87259
z integral of P, photon = 0.33600
splittings per electron, collinear = 1.001552e-02
splittings per electron, full tree = 1.001434e-02
splittings per photon, collinear = 1.797092e-03
splittings per photon, full tree = 1.796550e-03
all assertions hold
```
